# Soft mode coupled to slow Debye relaxation: phonon and central peak

A lattice coordinate $Q$ becomes unstable on cooling towards a temperature $T_0$. It is coupled linearly to degrees of freedom that relax with a single Debye time $\tau$. The problem is to find what a spectrometer sees as the instability is approached: which motion slows down, and what happens to the phonon.

**Conventions.** The algebra uses atomic units with $\hbar=k_B=1$, so temperatures and frequencies are energies. Time dependence is $e^{-i\omega t}$. The coordinate is mass-weighted: its kinetic energy is $P^2/2$. The model is linear, treats one wavevector, and applies to the high-symmetry phase. The constants $\delta$, $\tau$ and $\Gamma$ introduced below do not vary with temperature. They are positive, except where a limiting case sets one of them to zero.

## (a) From a quantum bath to Debye relaxation

*Let*

$$H=\tfrac12P^2+\tfrac12\Omega_\infty^2Q^2+\sum_j\left(\tfrac12p_j^2+\tfrac12\nu_j^2x_j^2\right)-Q\sum_jc_jx_j-F(t)Q .$$

*Find the susceptibility $\chi=Q/F$ when the bath has the spectral density*

$$J(\nu)=\frac{\pi}{2}\sum_j\frac{c_j^2}{\nu_j}\delta(\nu-\nu_j)=\frac{\delta^2\tau\nu}{1+\tau^2\nu^2}.$$

*Then include ordinary phonon damping.*

**Solution.** Heisenberg's equations are

$$\ddot Q=-\Omega_\infty^2Q+\sum_jc_jx_j+F,\qquad \ddot x_j=-\nu_j^2x_j+c_jQ .$$

They are linear, so their expectation values obey the classical equations, and the quantum and classical responses coincide. At frequency $\omega$ the second equation gives $x_j=c_jQ/(\nu_j^2-\omega^2)$. Inserting this in the first,

$$\chi^{-1}=\Omega_\infty^2-\omega^2-\Sigma(\omega),\qquad \Sigma=\sum_j\frac{c_j^2}{\nu_j^2-\omega^2}=\frac2\pi\int_0^\infty\frac{\nu J(\nu)}{\nu^2-\omega^2}\,d\nu .$$

A causal response is analytic in the upper half-plane, so put $\omega=iz$ with $z>0$. Partial fractions give

$$\frac{\nu^2}{(1+\tau^2\nu^2)(\nu^2+z^2)}=\frac{1}{1-\tau^2z^2}\left[\frac1{1+\tau^2\nu^2}-\frac{z^2}{\nu^2+z^2}\right].$$

The two terms in the bracket integrate to $\pi/(2\tau)$ and $\pi z/2$. Hence

$$\Sigma=\frac{2\delta^2\tau}{\pi}\,\frac{\pi}{2\tau}\,\frac{1-\tau z}{1-\tau^2z^2}=\frac{\delta^2}{1+\tau z}=\frac{\delta^2}{1-i\omega\tau},$$

where the last form continues the result back with $z=-i\omega$.

For ordinary damping, add a second bath of the same form with a very short memory $1/W$ and $J=\Gamma\nu/(1+\nu^2/W^2)$. Comparing with the first bath, $\tau\to1/W$ and $\delta^2\to\Gamma W$. Include also a counterterm $\tfrac12\Gamma WQ^2$, which removes the static softening by this bath. Together they contribute to $\chi^{-1}$

$$\Gamma W-\frac{\Gamma W}{1-i\omega/W}=\frac{-i\Gamma\omega}{1-i\omega/W}\longrightarrow-i\Gamma\omega\qquad(\omega\ll W).$$

The susceptibility is therefore

$$\chi^{-1}(\omega)=\Omega_\infty^2-\omega^2-i\Gamma\omega-\frac{\delta^2}{1-i\omega\tau}. \tag{1}$$

This reduction was tested on an explicit bath of 1200 oscillators with $\delta=1$, $\tau=5$, $\Gamma=0.3$, $\Omega_\infty^2-\delta^2=0.3$ and $W=100$. Over times from 0.5 to 60, its response to an impulse differed from that of (1) by at most 0.0024, in units of $1/\delta$.

## (b) Statics and stability

*Replace the slow bath by one relaxing variable $y$. Where does the high-symmetry state lose stability, and can it do so through a growing oscillation?*

**Solution.** Take the potential energy

$$V=\tfrac12\Omega_\infty^2Q^2-\delta Qy+\tfrac12y^2=\tfrac12(y-\delta Q)^2+\tfrac12(\Omega_\infty^2-\delta^2)Q^2$$

and the relaxation law $\tau\dot y=-\partial V/\partial y+\text{noise}=\delta Q-y+\text{noise}$. The mean response is $y=\delta Q/(1-i\omega\tau)$, and the force $\delta y$ on $Q$ reproduces the last term of (1).

If $y$ follows $Q$ completely, the stiffness is

$$\Omega_0^2=\Omega_\infty^2-\delta^2,\qquad\chi(0)=1/\Omega_0^2 .$$

If $y$ is held fixed, the stiffness is $\Omega_\infty^2$. The mean-field assumption about temperature is $\Omega_0^2=A(T-T_0)$.

For the dynamics set $s=-i\omega$, so that a free motion varies as $e^{st}$. Then (1) becomes $\chi=(1+\tau s)/D(s)$ with

$$D=(s^2+\Gamma s+\Omega_\infty^2)(1+\tau s)-\delta^2$$
$$\phantom{D}=\tau s^3+(1+\Gamma\tau)s^2+(\Gamma+\tau\Omega_\infty^2)s+\Omega_0^2. \tag{2}$$

Suppose $\Omega_0^2>0$. Without noise or drive, $\dot P=-\partial V/\partial Q-\Gamma P$, and the energy $E=P^2/2+V$ changes at the rate

$$\dot E=-\Gamma P^2-\frac{(y-\delta Q)^2}{\tau}\le0 .$$

Since $E$ is positive definite, no motion can grow. An undamped oscillation $s=i\omega$ with $\omega\neq0$ is excluded too. The real and imaginary parts of $D=0$ would require

$$\omega^2=\frac{\Omega_0^2}{1+\Gamma\tau}\quad\text{and}\quad\omega^2=\Omega_\infty^2+\frac\Gamma\tau ,$$

but the first value is at most $\Omega_0^2$ and the second exceeds it. The root $s=0$ is excluded by $D(0)=\Omega_0^2>0$. All roots therefore have negative real parts.

If $\Omega_0^2<0$, then $D(0)<0$ while $D\to+\infty$ for large positive $s$, so a real growing root exists. In this model stability is lost at $T_0$ through a root at $s=0$, not through an oscillation.

## (c) The phonon at the transition

*Find the other two roots at $T_0$. When do they describe an oscillation?*

**Solution.** At $T_0$, $\Omega_0=0$ and $\Omega_\infty=\delta$. A factor $s$ splits off from (2). Dividing the remaining quadratic by $\tau$,

$$s^2+\left(\Gamma+\frac1\tau\right)s+\delta^2+\frac\Gamma\tau=0 .$$

Since $(\Gamma+1/\tau)^2-4\Gamma/\tau=(\Gamma-1/\tau)^2$, the roots are

$$s=-\frac12\left(\Gamma+\frac1\tau\right)\pm i\omega_{\rm ph},\qquad\omega_{\rm ph}=\sqrt{\delta^2-\frac14\left(\Gamma-\frac1\tau\right)^2}. \tag{3}$$

The frequency is real and non-zero if

$$\delta>\tfrac12\left|\Gamma-1/\tau\right| . \tag{4}$$

The roots of a polynomial vary continuously with its coefficients, so the phonon frequency tends to (3) as $T\to T_0$. The physical reason is a difference of time scales. For $\delta\tau\gg1$ the variable $y$ cannot follow the oscillation, and the phonon feels nearly the clamped stiffness $\Omega_\infty^2$. Only the static stiffness, which needs a relaxed $y$, vanishes.

Two cases show the role of (4):

- **Fast relaxation.** For $\Gamma=0$ and $\delta\tau=0.3$, the right side of (4) is $1/(2\tau)=1.67\,\delta$. No oscillating pair remains, so a finite phonon frequency at $T_0$ is not a general consequence of the coupling.
- **No coupling.** For $\delta=0$ the $Q$ motion obeys $s^2+\Gamma s+\Omega_0^2=0$. The phonon frequency $\sqrt{\Omega_0^2-\Gamma^2/4}$ reaches zero already at $\Omega_0=\Gamma/2$. Beyond this point both roots are overdamped, and the rate of the slower one tends to $\Omega_0^2/\Gamma$ for $\Omega_0\ll\Gamma$. A narrowing peak at zero frequency alone is thus no proof of a separate slow variable; here the surviving phonon pair makes the difference.

## (d) The slow root and the division of the static response

*Find the slow root near $T_0$, and the parts of $\chi(0)$ carried by it and by the other pair.*

**Solution.** Write the slow root as $s=-\lambda$, and abbreviate $\epsilon=\Omega_0^2$, $a=1+\Gamma\tau$ and $b=\Gamma+\tau\Omega_\infty^2$. Equation (2) gives

$$\epsilon-b\lambda+a\lambda^2-\tau\lambda^3=0 .$$

To lowest order $\lambda=\epsilon/b$. Putting this into the quadratic term gives the next order:

$$\lambda=\frac{\epsilon}{b}+\frac{a\epsilon^2}{b^3}+O(\epsilon^3). \tag{5}$$

Near the root, $\chi\simeq R/(s+\lambda)$ with

$$R=\frac{1-\tau\lambda}{D'(-\lambda)}=\frac{1-\tau\lambda}{b-2a\lambda+3\tau\lambda^2}=\frac1b\left[1-\frac{\tau\epsilon}{b}+\frac{2a\epsilon}{b^2}+O(\epsilon^2)\right].$$

Its static weight is $w_c=R/\lambda$. From (5), $1/\lambda=(b/\epsilon)[1-a\epsilon/b^2+O(\epsilon^2)]$, so

$$w_c=\frac1\epsilon-\frac\tau b+\frac a{b^2}+O(\epsilon).$$

The total is $1/\epsilon$. The other pair therefore carries $w_{\rm ph}=\tau/b-a/b^2+O(\epsilon)$. At $T_0$, where $b=\Gamma+\tau\delta^2$, the numerator is $\tau b-a=\tau^2\delta^2-1$, and

$$w_{\rm ph}\to\frac{\tau^2\delta^2-1}{(\Gamma+\tau\delta^2)^2}. \tag{6}$$

The slow root takes the whole divergence. For $\delta\tau<1$ the value (6) is negative, and the slow root carries more than the total. The weights are thus terms of a sum, not always positive shares. For $\delta\tau\gg1$ and $\Gamma\ll\tau\delta^2$, (6) becomes $1/\delta^2$, the static response with $y$ clamped.

## (e) The fluctuation spectrum

*Find the symmetrized spectrum of $Q$ near zero frequency: its height, width and area as $T\to T_0$, and its form at $T_0$ itself.*

**Solution.** Let $C^>(\omega)$ and $C^<(\omega)$ be the Fourier transforms, with factor $e^{i\omega t}$, of $\langle Q(t)Q(0)\rangle$ and $\langle Q(0)Q(t)\rangle$. In energy eigenstates,

$$C^>=2\pi\sum_{nm}p_n|Q_{nm}|^2\,\delta(\omega+E_n-E_m).$$

$C^<$ is the same sum with $p_m$ in place of $p_n$. The delta function fixes $E_m-E_n=\omega$, so Boltzmann weights give $C^<=e^{-\omega/T}C^>$. The response function is $i\langle[Q(t),Q(0)]\rangle$ for $t>0$, whence $2\,{\rm Im}\,\chi=C^>-C^<$. The symmetrized spectrum is then

$$S=\tfrac12(C^>+C^<)=\coth\left(\frac{\omega}{2T}\right){\rm Im}\,\chi\;\longrightarrow\;\frac{2T}{\omega}\,{\rm Im}\,\chi\qquad(\omega\ll T). \tag{7}$$

**Height.** For small $\omega$, $\delta^2/(1-i\omega\tau)\simeq\delta^2+i\omega\tau\delta^2$. Thus $\chi^{-1}\simeq\Omega_0^2-i\omega(\Gamma+\tau\delta^2)$, and to first order ${\rm Im}\,\chi=\omega(\Gamma+\tau\delta^2)/\Omega_0^4$. Therefore

$$S(0)=\frac{2T(\Gamma+\tau\delta^2)}{\Omega_0^4}. \tag{8}$$

This needs no classical approximation, because the limit in (7) is exact at $\omega=0$.

**Width and area.** The slow root contributes ${\rm Im}[R/(\lambda-i\omega)]=R\omega/(\lambda^2+\omega^2)$. With $R=w_c\lambda$, the low-frequency form of (7) gives

$$S_c(\omega)=2Tw_c\frac{\lambda}{\lambda^2+\omega^2},\qquad\int\frac{d\omega}{2\pi}S_c=Tw_c\to\frac{T}{\Omega_0^2}. \tag{9}$$

This is a central peak of half-width $\lambda\simeq\Omega_0^2/(\Gamma+\tau\delta^2)$. As $T\to T_0$ its width falls as $T-T_0$, its area grows as $(T-T_0)^{-1}$ and its height as $(T-T_0)^{-2}$. The area agrees with the total classical variance $\langle Q^2\rangle=T/\Omega_0^2$ that follows from $e^{-V/T}$, up to the finite phonon part.

**At $T_0$.** Now $\chi^{-1}\simeq-i\omega(\Gamma+\tau\delta^2)$ for small $\omega$, and

$$S\simeq\frac{2T_0}{(\Gamma+\tau\delta^2)\,\omega^2}.$$

The Lorentzian has become a non-integrable $1/\omega^2$ wing.

## (f) Is the phonon visible as a separate maximum?

*Treat very slow relaxation at $T_0$.*

**Solution.** At fixed $\omega>0$ and $\tau\to\infty$, the last term of (1) vanishes. With $\Omega_\infty=\delta$,

$$\frac{{\rm Im}\,\chi}{\omega}=\frac{\Gamma}{(\delta^2-\omega^2)^2+\Gamma^2\omega^2}.$$

With $u=\omega^2$ the denominator is $u^2-(2\delta^2-\Gamma^2)u+\delta^4$, which is smallest at $u=\delta^2-\Gamma^2/2$. The classical spectrum has a maximum at

$$\omega_{\max}=\sqrt{\delta^2-\Gamma^2/2}\qquad\text{if}\qquad\Gamma<\sqrt2\,\delta . \tag{10}$$

In the same limit, (4) requires only $\Gamma<2\delta$. Between these limits there is an oscillating pole but no separate peak in the classical spectrum. The absorption ${\rm Im}\,\chi$, which lacks the factor $1/\omega$, still has a maximum. So does the exact $S$ if $T_0\ll\delta$, because the coth in (7) is then close to 1 at phonon frequencies. A finite pole frequency and a visible phonon are different claims.

## (g) Numbers in the regime of barium titanate

*Use the rough values $T_0=390$ K, Curie constant $C=1.5\times10^5$ K, $\delta=0.0080$ eV, $\Gamma=0.0050$ eV and $\hbar/\tau=0.0006$ eV. Let $Q$ alone carry a dipole, and let its contribution to the relative permittivity be $\Omega_p^2\chi$ with $\Omega_p=0.18$ eV. Find the spectrum near $T_0$ and judge the model.*

**Solution.** The Curie law $\Omega_p^2/[A(T-T_0)]=C/(T-T_0)$ fixes

$$A=\frac{(0.18)^2}{1.5\times10^5}=2.16\times10^{-7}\ \text{eV}^2/\text{K}.$$

**Phonon at $T_0$.** Condition (4) holds, since $0.0080>(0.0050-0.0006)/2=0.0022$ eV. Equation (3) gives

$$\omega_{\rm ph}=\sqrt{0.0080^2-0.0022^2}=0.0077\ \text{eV}\quad(1.86\ \text{THz}),$$

with half-width 0.0028 eV. The spectrum has a separate maximum at 0.0070 eV; the slow limit (10) gives 0.0072 eV.

**Central peak at $T_0+10$ K.** Here $\Omega_0^2=2.16\times10^{-6}$ eV² and $\Omega_\infty^2=6.62\times10^{-5}$ eV², so $b=0.0050+0.1103=0.1153$ eV. The leading term of (5) is

$$\lambda\simeq\frac{2.16\times10^{-6}}{0.1153}=1.87\times10^{-5}\ \text{eV}.$$

The root itself is $1.88\times10^{-5}$ eV, or 4.5 GHz. Of the static permittivity 15000, the central peak carries about 14550 and the phonon about 450.

**Approach to $T_0$.**

| $T-T_0$ (K) | phonon (eV) | $\lambda$ (eV) | $S(0)$ (eV⁻²) |
|---|---|---|---|
| 100 | 0.0090 | $1.48\times10^{-4}$ | $2.0\times10^{7}$ |
| 10 | 0.0078 | $1.88\times10^{-5}$ | $1.65\times10^{9}$ |
| 1 | 0.0077 | $1.93\times10^{-6}$ | $1.6\times10^{11}$ |

With $\tau$ held constant, from the first row to the last $\Omega_0$ falls tenfold but the phonon frequency by only 14 %. The width falls by a factor 77 rather than 100, because $b$ also decreases, from 0.148 to 0.112 eV. The height grows by a factor of about 8000 rather than $10^4$, because of the factor $T$ in (8).

**Comparison with the real crystal.** Cubic barium titanate transforms discontinuously, roughly 10 K above the extrapolated $T_0$. This breaks the assumption of a continuous transition. For these parameters the growth stops near the middle row: within the cubic phase the width falls no lower than about 4.5 GHz and the permittivity rises no higher than about 15000. The width is set almost wholly by the roughly chosen $\tau$, since $\tau\Omega_\infty^2$ supplies 0.110 of $b=0.115$ eV. With $\Gamma=0.011$ eV it is 4.3 GHz for $\hbar/\tau=0.0006$ eV but 16 GHz for $0.003$ eV, and a single overdamped mode with that damping and the same $\Omega_0$ would give about 47 GHz. The value 4.5 GHz is therefore not a prediction for the real crystal. The last row belongs to the continuous model. The soft mode of the real crystal is also heavily damped, so the chosen $\Gamma$ lies on the light side. With the other parameters unchanged, the separate phonon maximum of $S$ at $T_0+10$ K disappears once $\Gamma$ exceeds about 0.0074 eV. This is well below the slow-limit value $\sqrt2\,\delta=0.011$ eV, because the wing of the central peak covers a weak maximum. The separate peak found here therefore depends on the light damping chosen and is not a prediction for the real crystal.

**Other neglected effects at $T_0+10$ K:**

- *Wavevector.* With $\Omega_0^2(q)=\Omega_0^2+v^2q^2$, a rough $v=0.03$ eV Å and a light-scattering $q=0.006$ Å⁻¹, the stiffness rises by 1.5 %.
- *Variable $\tau$.* Thermally activated relaxation over a rough barrier of 0.1 eV makes $\tau$ about 8 % longer at $T_0$ than 10 K above it. Over the whole table the effect is large. If $\tau$ keeps its stated value at $T_0+10$ K, it grows by a factor of 1.8 from the first row to the last. The width then falls by a factor of about 140 instead of 77, and the height grows by about 14000 instead of 8000.
- *Quantum statistics.* With $x=\omega/2T$, the exact factor in (7) exceeds the classical one by the fraction $x\coth x-1\simeq x^2/3$. This is 0.4 % at the phonon and $2.5\times10^{-8}$ at $\omega=\lambda$.
- *Dipole of $y$.* In the soft static displacement $y=\delta Q$. If $y$ then adds a tenth of the dipole of $Q$, the static permittivity is multiplied by $(1+0.1)^2=1.21$. The poles do not change.
- *Anharmonicity.* The correlation length is $v/\Omega_0=20$ Å. Consider one component of the polarization averaged over a cube of volume $V_c$ and edge 41 Å. In the classical limit each wavevector contributes at most its $q=0$ strength, since $\Omega_0^2(q)\ge\Omega_0^2$. In SI units the variance is then below $k_BT\varepsilon_0\Omega_p^2\chi(0)/V_c$, which bounds the rms value by 10.4 µC/cm². That bound is 0.4 of a rough spontaneous polarization of 26 µC/cm². It is not sharp and depends on the cube chosen. With the isotropic form $\Omega_0^2+v^2q^2$ at all wavevectors, the rms value is about 5 µC/cm² for this cube (0.2 of the spontaneous value), about 9 µC/cm² for half the edge and 2.5 µC/cm² for twice the edge. These figures do not show that quartic terms are negligible. The parameters should be read as effective values near the chosen temperature; the linear model cannot say how far anharmonicity moves them.

The remaining rows and intermediate values are in the numerical output below.

## Calculated quantities

```
INPUTS (rough, barium titanate regime)
T0 = 390 K, Curie constant = 1.50e+05 K
mode strength hbar*Omega_p = 0.180 eV
delta = 0.0080 eV, Gamma = 0.0050 eV
hbar/tau = 0.0006 eV (tau = 1.10 ps)
slope A = 2.160e-07 eV^2/K
delta*tau = 13.33, Gamma*tau = 8.33
shift of stability limit delta^2/A = 296 K
POLES: T-T0 (K), Omega_0, Omega_inf, phonon Re, half-width,
  spectral maximum, central half-width (all eV)
 100 0.00465 0.00925 0.00896 0.00273 0.00844 1.476e-04
  30 0.00255 0.00840 0.00809 0.00277 0.00745 5.313e-05
  10 0.00147 0.00813 0.00783 0.00279 0.00714 1.877e-05
   3 0.00080 0.00804 0.00773 0.00280 0.00702 5.750e-06
   1 0.00046 0.00801 0.00771 0.00280 0.00699 1.928e-06
WEIGHTS: T-T0 (K), permittivity total, central, phonon,
  S(0) (1/eV^2), S(0)/S(phonon maximum)
 100 1500 1141 358.9 2.021e+07 1.029e+02
  30 5000 4576 424.5 1.925e+08 9.387e+02
  10 15000 14553 447.2 1.650e+09 7.917e+03
   3 50000 49544 455.6 1.801e+10 8.590e+04
   1 150000 149542 458.1 1.613e+11 7.677e+05
AT T0
phonon pole frequency = 0.00769 eV (1.86 THz)
phonon half-width = 0.00280 eV
oscillation threshold for delta = 0.00220 eV
spectral maximum = 0.00697 eV
slow-limit maximum = 0.00718 eV
phonon share of permittivity = 459.3
AT T0 + 10 K (rough place of the real first-order jump)
central half-width = 1.877e-05 eV (4.54 GHz)
its leading formula = 1.874e-05 eV
NEGLECTED EFFECTS at the same temperature
rough branch slope = 0.030 eV angstrom, q = 0.006 1/angstrom
dispersion raises Omega_0^2 by 1.50 %
tau longer at T0 by 7.7 % (rough barrier 0.1 eV)
thermal energy kT = 0.03447 eV
quantum correction to S, phonon = 4.3e-03
quantum correction to S, central = 2.5e-08
dipole on y, 0.1 of that on Q: permittivity x 1.210
correlation length = 20.4 angstrom
rms polarization in cube of twice that edge < 10.4 uC/cm2
ratio to rough spontaneous 26 uC/cm2 = 0.40
TESTS
largest bath-response error (model units) = 2.4e-03
quantum variance, bath / integral = 0.99991
```
